# The Pulay force for a moving basis and when it vanishes

## 1. Definitions and conventions

Hartree atomic units are used. \(R\) is one Cartesian coordinate of one nucleus, and \(\partial\) without a subscript means \(\partial/\partial R\) at a fixed point of space. The one-electron operator is \(h=T+v\), with a real local potential \(v\). The finite basis \(\phi_\mu(\mathbf r;R)\), \(\mu=1,\dots,N\), is linearly independent and may depend on \(R\). Its matrices are

\[
H_{\mu\nu}=\langle\phi_\mu|h|\phi_\nu\rangle,\qquad S_{\mu\nu}=\langle\phi_\mu|\phi_\nu\rangle .
\]

Augmented functions have kinks or jumps in curvature, so matrix elements of \(h\) are taken in gradient form:

\[
\langle u|h|w\rangle=\tfrac12\int\nabla u^*\!\cdot\nabla w\,d^3r+\int v\,u^*w\,d^3r .
\]

This form is Hermitian and needs only first derivatives. For Bloch functions with the same Bloch vector the integrals run over one cell. The orbitals \(\psi_i=\sum_\mu\phi_\mu c_{\mu i}\) satisfy

\[
Hc_i=\varepsilon_iSc_i,\qquad c_i^\dagger Sc_i=1. \tag{1}
\]

The occupations \(f_i\) are held fixed. If they changed with \(R\), the derivative of the band sum would contain the further term \(\sum_i\varepsilon_i\,df_i/dR\).

Two derivatives of \(H\) must be kept apart. The complete derivative \(dH\) lets both operator and basis follow the nucleus. The basis derivative freezes the operator:

\[
\partial_bH_{\mu\nu}=\left.\frac{d}{dR'}\langle\phi_\mu(R')|h(R)|\phi_\nu(R')\rangle\right|_{R'=R}. \tag{2}
\]

For the overlap there is no operator to move, so \(\partial_bS=dS/dR\). The Pulay term is

\[
P=\sum_i f_i\,c_i^\dagger(\partial_bH-\varepsilon_i\,\partial_bS)c_i . \tag{3}
\]

It is a contribution to an energy derivative; its contribution to the force is \(-P\). If \(dH\) replaces \(\partial_bH\), the same expression is the whole derivative of the band sum, as shown next.

## 2. Derivative of the band sum

Take first a nondegenerate level, for which \(c\) can be chosen differentiable. By (1), \(c^\dagger(H-\varepsilon S)c=0\) at every \(R\). Differentiation gives

\[
dc^\dagger(H-\varepsilon S)c+c^\dagger(dH-\varepsilon\,dS-d\varepsilon\,S)c+c^\dagger(H-\varepsilon S)dc=0 .
\]

The first term vanishes by (1). The last vanishes by the adjoint equation \(c^\dagger(H-\varepsilon S)=0\), which holds because \(H\) and \(S\) are Hermitian and \(\varepsilon\) is real. Since \(c^\dagger Sc=1\),

\[
d\varepsilon=c^\dagger(dH-\varepsilon\,dS)c . \tag{4}
\]

No derivative of the coefficients is needed. The overlap term is present because the normalization condition itself changes with \(R\).

For a degenerate group with equal occupations, collect the vectors in a matrix \(C\) with \(C^\dagger SC=1\) that spans the group smoothly as \(R\) changes. This is possible while the group stays separated from other levels. The sum of its levels is \(\mathrm{tr}\,C^\dagger HC\). At the degeneracy \(HC=\varepsilon SC\), so

\[
d\,\mathrm{tr}\,C^\dagger HC=\mathrm{tr}\,C^\dagger dH\,C+\varepsilon\,\mathrm{tr}(dC^\dagger SC+C^\dagger S\,dC).
\]

Differentiating \(C^\dagger SC=1\) turns the last bracket into \(-C^\dagger dS\,C\), and the summed form of (4) follows. Unequal occupations inside a degenerate group are excluded.

The product rule splits the complete matrix derivative into \(dH_{\mu\nu}/dR=\langle\phi_\mu|\partial v|\phi_\nu\rangle+\partial_bH_{\mu\nu}\), and therefore

\[
\frac{d}{dR}\sum_if_i\varepsilon_i=\sum_if_i\langle\psi_i|\partial v|\psi_i\rangle+P . \tag{5}
\]

The first term is the Hellmann–Feynman part: the potential moves and the orbitals stand still. The second is the response of the variational energy to the motion of the basis in a standing potential.

## 3. Orbital form

Suppose that the values and gradients of \(\phi_\mu\) can be differentiated under the integrals. This excludes a moving kink, which is treated in Section 7. Then

\[
\partial_bH_{\mu\nu}=\langle\partial\phi_\mu|h|\phi_\nu\rangle+\langle\phi_\mu|h|\partial\phi_\nu\rangle, \tag{6}
\]

and \(\partial_bS\) has the same form without \(h\). Define the orbital change at fixed coefficients, \(\partial_b\psi_i=\sum_\mu c_{\mu i}\,\partial\phi_\mu\). Inserting (6) in (3) gives a term and its complex conjugate:

\[
P=2\,\mathrm{Re}\sum_if_i\langle\partial_b\psi_i|h-\varepsilon_i|\psi_i\rangle . \tag{7}
\]

For programming, define \(K_{\mu\nu}=\langle\partial\phi_\mu|h|\phi_\nu\rangle\) and \(B_{\mu\nu}=\langle\phi_\mu|\partial\phi_\nu\rangle\). Then \(\langle\partial\phi_\mu|\phi_\nu\rangle=(B^\dagger)_{\mu\nu}\), and

\[
P=2\,\mathrm{Re}\sum_if_i\,c_i^\dagger(K-\varepsilon_iB^\dagger)c_i . \tag{8}
\]

If \(\psi_i\) is an exact eigenfunction of \(h\), then \(\langle w|h-\varepsilon_i|\psi_i\rangle=0\) for every admissible \(w\), and (7) vanishes whatever the basis derivative is. For an approximate orbital, let \(\psi=\psi_0+\delta\psi\), where both \(\psi\) and the exact \(\psi_0\) are normalized and \(h\) is the same. Using \((h-\varepsilon_0)\psi_0=0\) in its integral form on both sides,

\[
\varepsilon-\varepsilon_0=\langle\psi|h-\varepsilon_0|\psi\rangle=\langle\delta\psi|h-\varepsilon_0|\delta\psi\rangle,
\]
\[
\langle\partial_b\psi|h-\varepsilon|\psi\rangle=\langle\partial_b\psi|h-\varepsilon_0|\delta\psi\rangle-(\varepsilon-\varepsilon_0)\langle\partial_b\psi|\psi\rangle .
\]

For a given \(\partial_b\psi\), the eigenvalue error is of second order in \(\delta\psi\), while the Pulay term is in general of first order. A basis that gives a good energy can therefore still need a visible Pulay correction. This is not a rate of convergence with basis size. When the basis is enlarged, the part of \(\partial_b\psi\) outside its span, which alone contributes to \(P\) (Section 5), can shrink together with \(\delta\psi\), and \(P\) can then fall about as fast as the energy error.

## 4. The span theorem

Assume that, with (6) valid, every basis derivative is a combination of the basis functions at the same \(R\):

\[
\partial\phi_\mu=\sum_\lambda\phi_\lambda D_{\lambda\mu}. \tag{9}
\]

The two terms of (6) become

\[
\langle\partial\phi_\mu|h|\phi_\nu\rangle=\sum_\lambda D_{\lambda\mu}^*H_{\lambda\nu}=(D^\dagger H)_{\mu\nu},
\qquad
\langle\phi_\mu|h|\partial\phi_\nu\rangle=\sum_\lambda H_{\mu\lambda}D_{\lambda\nu}=(HD)_{\mu\nu}.
\]

Thus \(\partial_bH=D^\dagger H+HD\), and likewise \(\partial_bS=D^\dagger S+SD\). For each orbital,

\[
c^\dagger(\partial_bH-\varepsilon\,\partial_bS)c
=(Dc)^\dagger(H-\varepsilon S)c+c^\dagger(H-\varepsilon S)Dc=0 . \tag{10}
\]

The first term vanishes by (1) and the second by its adjoint. Hence \(P=0\), orbital by orbital. Completeness of the basis was not used.

The meaning is that a basis change of type (9) can be undone, to first order, by a change of coefficients: \(\sum_\mu c_\mu\,\partial\phi_\mu=\sum_\lambda\phi_\lambda(Dc)_\lambda\). The eigenvalue is already stationary against such changes. The variational space has not moved; its coordinates have.

The separate matrix terms do not have to vanish. From the same algebra,

\[
c^\dagger\partial_bH\,c=\varepsilon\,c^\dagger\partial_bS\,c=2\varepsilon\,\mathrm{Re}(c^\dagger SDc). \tag{11}
\]

Where this quantity is nonzero, leaving out the overlap term produces a spurious force even though the theorem applies.

Plane waves at a fixed cell and a fixed set of wave vectors have \(\partial\phi_\mu=0\), so \(D=0\). A basis of moving functions that always spans those plane waves has \(D\neq0\) and still \(P=0\).

The condition is sufficient, not necessary: Section 3 showed that exact orbitals give \(P=0\) without it. Nor does adding the functions \(\partial\phi_\mu\) to the basis establish it. The derivatives of the original functions are then in the span, but the added functions also move, and their derivatives \(\partial^2\phi_\mu\) must be in the span as well.

## 5. The part outside the span

For a general basis, project each derivative on the span by taking \(D=S^{-1}B\), and define

\[
\chi_\mu=\partial\phi_\mu-\sum_\lambda\phi_\lambda D_{\lambda\mu}.
\]

Then \(\langle\phi_\lambda|\chi_\mu\rangle=(B-SS^{-1}B)_{\lambda\mu}=0\). The projected part drops out of \(P\) by (10). In the remainder the term with \(\varepsilon_i\) is zero, because \(\chi_\mu\) is orthogonal to \(\psi_i\). This leaves

\[
P=2\,\mathrm{Re}\sum_if_i\sum_\mu c_{\mu i}^*\langle\chi_\mu|h|\psi_i\rangle . \tag{12}
\]

The Pulay term therefore measures how strongly \(h\) couples the occupied orbitals to the directions in which the space moves. In matrix form the bracket in (8) is replaced by \(K-B^\dagger S^{-1}H\). The two agree on eigenvectors, since \(B^\dagger S^{-1}Hc=\varepsilon B^\dagger c\). Equation (8) avoids the linear solve; (12) is useful for diagnosis.

## 6. Self-consistent energy

Let \(n=\sum_if_i|\psi_i|^2\), and let the electronic energy be

\[
E=\sum_if_i\langle\psi_i|T+v_{\rm ext}|\psi_i\rangle+F[n],\qquad v_F=\frac{\delta F}{\delta n}. \tag{13}
\]

\(F\) has no explicit dependence on \(R\), and \(h=T+v_{\rm ext}+v_F\). The nuclear repulsion, if present, is differentiated separately.

At fixed coefficients, \(E\) changes because \(v_{\rm ext}\) moves and because the basis moves. The change of \(F\) due to the basis is \(\int v_F\,\partial_bn\,d^3r\), where \(\partial_bn\) is the density change at fixed coefficients. Together with the changes of the kinetic and external energies this makes \(\sum_if_ic_i^\dagger\partial_bH\,c_i\). The coefficient changes contribute

\[
\sum_if_i(dc_i^\dagger Hc_i+c_i^\dagger H\,dc_i)
=\sum_if_i\varepsilon_i(dc_i^\dagger Sc_i+c_i^\dagger S\,dc_i)
=-\sum_if_i\varepsilon_i\,c_i^\dagger dS\,c_i,
\]

first by (1), then by differentiating \(c_i^\dagger Sc_i=1\). Adding the pieces,

\[
\frac{dE}{dR}=\int n\,\partial v_{\rm ext}\,d^3r+P,\qquad
\text{force}=-\frac{dE}{dR}. \tag{14}
\]

The Hellmann–Feynman integral contains the external potential alone, whereas \(P\) contains the full self-consistent \(h\). The band sum has a different slope: by (5), it contains the additional term \(\int n\,(dv_F/dR)\,d^3r\).

Equation (14) requires self-consistency. If the orbitals come from an input potential \(v_{\rm in}\) instead of \(v_F[n]\), and \(P\) is evaluated with \(v_{\rm in}\), the derivative of (13) has the further term \(\int(v_F[n]-v_{\rm in})(dn/dR)\,d^3r\).

## 7. LAPW, local orbitals and APW

Let the atomic sphere move rigidly with the nucleus, and let its radial functions keep their form. An augmented wave with full wave vector \(\mathbf K\), Bloch vector included, is \(e^{i\mathbf K\cdot\mathbf r}\) outside and

\[
\phi_{\mathbf K}(\mathbf r;\mathbf R)=e^{i\mathbf K\cdot\mathbf R}g_{\mathbf K}(\mathbf r-\mathbf R)
\]

inside. The function \(g_{\mathbf K}\) does not depend on \(\mathbf R\), because at the sphere surface the plane wave equals \(e^{i\mathbf K\cdot\mathbf R}e^{i\mathbf K\cdot(\mathbf r-\mathbf R)}\): the position enters the matching through the phase alone. The product rule gives

\[
\partial_{\mathbf R}\phi_{\mathbf K}=
\begin{cases}
i\mathbf K\phi_{\mathbf K}-\nabla\phi_{\mathbf K}&\text{inside},\\
0&\text{outside}.
\end{cases}\tag{15}
\]

A local orbital \(\chi^{\rm LO}(\mathbf r-\mathbf R)\) has the derivative \(-\nabla\chi^{\rm LO}\). If a program attaches a Bloch phase \(e^{i\mathbf k\cdot\mathbf R}\), the extra derivative \(i\mathbf k\chi^{\rm LO}\) lies in the span and leaves \(P\) unchanged.

When value and slope match, \(\nabla\phi_{\mathbf K}=i\mathbf K\phi_{\mathbf K}\) at the surface, so (15) is continuous there. Its own slope may jump, which the gradient form allows, and (6) to (8) apply. In general the functions (15) do not lie in the LAPW span, and \(P\) must be computed.

In three dimensions a finite angular-momentum cutoff makes the matching approximate, and the formulas then hold up to terms from the mismatch. If the radial functions or their energy parameters change with \(R\), that change belongs in \(\partial\phi_\mu\). Without it the result is the force at frozen radial functions.

An APW matches in value but has a kink on a moving surface. In one dimension, let the sphere be \([R-a,R+a]\), and let \(p_{\rm in}\) and \(p_{\rm out}\) be an integrand on its two sides. Differentiating the integration limits adds

\[
(p_{\rm in}-p_{\rm out})_{R+a}-(p_{\rm in}-p_{\rm out})_{R-a}
\]

to the integral of \(\partial p\) over the two regions: at the right edge the moving sphere gains length, at the left edge it loses it. Overlap and potential integrands are continuous if \(v\) is continuous at the edges, so they cancel. The kinetic integrand does not, and (7), evaluated region by region, must be supplemented by

\[
P_{\rm surf}=\tfrac12\sum_if_i\Big[\big(|\psi_i'|^2_{\rm in}-|\psi_i'|^2_{\rm out}\big)_{R+a}-\big(|\psi_i'|^2_{\rm in}-|\psi_i'|^2_{\rm out}\big)_{R-a}\Big]. \tag{16}
\]

It vanishes when the slopes match. A moving kink also rules out (9). Differentiating the continuity condition \(\phi_{\rm in}(R+a;R)=\phi_{\rm out}(R+a;R)\) gives \(\partial\phi_{\rm in}-\partial\phi_{\rm out}=-(\phi'_{\rm in}-\phi'_{\rm out})\) at the edge. So \(\partial\phi\) jumps wherever the slope jumps, while a combination of the continuous basis functions does not.

## 8. Worked example

A one-dimensional crystal with cell length 8 bohr has one atom per cell, at \(R=0.9\) bohr. With \(s=x-R\), its well is \(-3(1-s^2/a^2)^3\) hartree for \(|s|<a=1.2\) bohr and zero outside. A background \(0.3\cos(2\pi x/8)\) hartree stays fixed in space, so the atom feels a net force. The mean field is \(F=\tfrac g2\int n^2dx\) with \(g=0.3\) hartree·bohr, hence \(v_F=gn\). Two bands at one Bloch vector, 0.2356 bohr⁻¹, hold two electrons each.

The LAPW sphere functions are the even and odd radial solutions and their energy derivatives. These four functions match the value and slope of a plane wave at both edges, with no angular-momentum cutoff. One even and one odd local orbital can be added. In the table, HF is the Hellmann–Feynman part, energies are in hartree and derivatives in hartree/bohr. Sums were formed before rounding.

| Waves | LO | \(E\) | HF | \(P\) | \(dE/dR\) |
|---:|:---:|---:|---:|---:|---:|
| 9 | no | −2.3806 | −0.2149 | −0.0126 | −0.2275 |
| 13 | no | −2.3810 | −0.2174 | −0.0106 | −0.2279 |
| 17 | no | −2.3812 | −0.2180 | −0.0100 | −0.2280 |
| 9 | yes | −2.3853 | −0.2287 | 0.0002 | −0.2285 |
| 13 | yes | −2.3861 | −0.2292 | 0.0006 | −0.2286 |
| 17 | yes | −2.3861 | −0.2292 | 0.0006 | −0.2286 |

In every row the sum agrees with a finite difference of the self-consistent energy within the tested tolerance of \(10^{-6}\) hartree/bohr. For 17 waves without local orbitals, the two parts of (3) and the total are

\[
P=0.11339-0.12343=-0.01004,\qquad
\frac{dE}{dR}=-0.217993-0.010044=-0.228037
\]

in hartree/bohr. A calculation with 41 plane waves, which has no Pulay term, gives −0.22867. Relative to that value, the Hellmann–Feynman part alone is off by 4.7% and the sum by 0.3%.

With the two local orbitals added at 17 waves, \(P\) falls to 0.0006 hartree/bohr. The contributions of the first and second band change from −0.0065 and −0.0036 to −0.0003 and +0.0009 hartree/bohr: both become small, and they partly cancel. The force is +0.2286 hartree/bohr, or 11.75 eV/Å.

Two features of the data limit what may be read from a small \(P\). With 9 waves and local orbitals, the Hellmann–Feynman part alone is closer to the plane-wave value than the sum is, but the sum is the slope of the energy computed in that basis. The closeness is not kept at 13 and 17 waves. Also, at 17 waves the local orbitals raise the out-of-span fraction of \(\partial_b\psi\), measured by its norm, from 0.19 to 0.21 for the second band, while lowering it from 0.19 to 0.06 for the first. The rise comes from the denominator: for the second band the norm of the out-of-span part falls from 0.038 to 0.014 bohr⁻¹, while the norm of \(\partial_b\psi\) falls slightly faster, from 0.206 to 0.064 bohr⁻¹. These norms are for local orbitals without a Bloch phase. Attaching the phase \(e^{ikR}\) changes the norm of \(\partial_b\psi\) for the second band to 0.067 bohr⁻¹ and the fraction to 0.20, while the out-of-span part and \(P\) stay the same. The fraction is therefore a poor guide to \(P\). Its denominator contains the in-span part, which drops out of \(P\), and by (12) the size of the out-of-span part, its coupling through \(h\) and the signs of the contributions are what matter.

For 13 LAPW waves without local orbitals, the slope of the band sum is −0.2094 hartree/bohr, against −0.2279 for the energy. Differentiating the band sum is thus no check of a self-consistent force. With \(g=0\) the two slopes coincide, and the complete matrix derivative gives −0.2474, the sum of −0.2368 from Hellmann–Feynman and −0.0106 from \(P\).

The APW case uses 13 waves and one fixed-energy function of each parity. Its parts add up as

\[
-0.2270+0.1230-0.0438=-0.1479\ \text{hartree/bohr},
\]

where the terms are Hellmann–Feynman, volume and surface, summed before rounding. The energy difference gives the same value, so the surface term is needed. The result is far from the plane-wave value: a correct derivative does not repair a poor basis. The energy in this basis is −1.604 hartree, 0.78 hartree above that of 41 plane waves, and 25 waves leave it unchanged to these digits, so the fixed-energy sphere functions are the limitation. The closeness of the Hellmann–Feynman part alone to the plane-wave value is accidental. The even and odd functions were taken at −1.9 and −0.3 hartree; moving the even one to −1.5 hartree lowers the energy to −2.279 hartree, while that part moves to −0.137 hartree/bohr.

For the span theorem, 13 packets are built from 13 plane waves:

\[
\phi_j=\sum_m g_m\,e^{iK_m[x-X_j(R)]},\qquad
\partial\phi_j=-i\frac{dX_j}{dR}\sum_mK_m\,g_m\,e^{iK_m[x-X_j(R)]}.
\]

The \(g_m\) are fixed nonzero weights, and the centres \(X_j\) move at unequal rates. The packets are linearly independent, so they span all 13 plane waves, and their derivatives lie in that span. The energy is 0.0024 hartree above that of 41 plane waves, so the basis is visibly incomplete. The Hamiltonian and overlap parts of (3) are each 0.1304 hartree/bohr, and their difference is below \(10^{-8}\). The Hellmann–Feynman part alone, −0.2284 hartree/bohr, agrees with the slope of the energy, as (10) requires.

## 9. Checks for an implementation

The frozen-operator definition (2) gives a direct check of \(P\). Keep \(h\), \(c_i\) and \(\varepsilon_i\) fixed, displace the basis functions by small steps in both directions, rebuild \(H\) and \(S\), and difference \(\sum_if_ic_i^\dagger(H-\varepsilon_iS)c_i\). The result must equal (8), plus (16) if there are kinks. This isolates errors in basis derivatives from errors in the Hellmann–Feynman part and in self-consistency.

The complete force is then compared with differences of the self-consistent energy, using the same cutoff, radial functions and occupations at each displaced position. Agreement establishes that force and energy are consistent. Convergence of the force with the basis is a separate question, and it has to be examined by enlarging the basis. The numerical check makes the frozen-operator comparison for 13 LAPW waves with \(g=0\), where there are no kinks, and the comparison with energy differences for every basis of Section 8.

## Table of computed values

```
cell 8.0 bohr, sphere radius 1.2 bohr, atom at 0.9 bohr
well depth 3.0 hartree, background 0.3 hartree
contact strength g 0.3 hartree*bohr, Bloch vector 0.235619 1/bohr
occupations of the two bands: [2. 2.]
LAPW energies even, odd (hartree): (-1.4, 0.3)
LO energies even, odd (hartree): (3.0, 5.0)
APW energies even, odd (hartree): (-1.9, -0.3)
41 plane waves: E -2.386376 hartree, dE/dR -0.228668 hartree/bohr
LAPW: E in hartree; HF, P, sum, difference in hartree/bohr
 9 waves, LO no: E -2.380587 HF -0.214936 P -0.012587 sum -0.227523 diff -0.227523
 13 waves, LO no: E -2.380976 HF -0.217376 P -0.010552 sum -0.227928 diff -0.227928
 17 waves, LO no: E -2.381219 HF -0.217993 P -0.010044 sum -0.228037 diff -0.228037
  H part 0.113388, S part 0.123431 hartree/bohr; out-of-span fraction by band 0.1870 0.1869
  band energies -0.996209 0.049297 hartree
 9 waves, LO yes: E -2.385305 HF -0.228655 P 0.000201 sum -0.228454 diff -0.228454
 13 waves, LO yes: E -2.386068 HF -0.229182 P 0.000611 sum -0.228571 diff -0.228571
 17 waves, LO yes: E -2.386119 HF -0.229160 P 0.000575 sum -0.228585 diff -0.228585
  H part 0.198519, S part 0.197944 hartree/bohr; out-of-span fraction by band 0.0645 0.2128
  band energies -1.002229 0.049090 hartree
force, 17 waves with LO: 0.228585 hartree/bohr = 11.75431 eV/angstrom
g = 0, 13 LAPW waves, hartree/bohr:
 frozen operator -0.010586, P formula -0.010586
 HF -0.236849, complete -0.247436, band-sum slope -0.247436
g > 0, 13 LAPW waves: band-sum slope -0.209368, energy slope -0.227928 hartree/bohr
APW, 13 waves, hartree/bohr:
 HF -0.227000, volume part 0.122984, surface part -0.043837
 sum -0.147853, energy difference -0.147853
13 moving packets, derivatives inside the span:
 E -2.383979 hartree, above 41 plane waves by 0.002397 hartree
 H part 0.130433, S part 0.130433 hartree/bohr
 |P| below 1e-8 hartree/bohr: True
 HF -0.228359, energy difference -0.228359 hartree/bohr
```
